# Ultrasoft forces in plane waves: the constraint term that completeness cannot remove

Two atoms in a periodic cell, with no external field, must feel forces that add to zero. In the ultrasoft calculation worked out below, the Hellmann–Feynman derivative at frozen orbitals gives $-0.2917$ hartree/bohr on the first atom and $+0.3139$ hartree/bohr on the second. The sum is $+0.0222$ hartree/bohr, so the pair would accelerate itself. Moving the first atom by $0.6$ bohr away from the second lowers the energy by $0.1371$ hartree, but the frozen-orbital force does only $0.1190$ hartree of work on the way. This force is not minus the gradient of the energy.

The cause is a plausible argument: plane waves do not move with the atoms, so there is no Pulay force, so the frozen-orbital derivative is the whole force. The first inference is correct at fixed cell. The second fails for ultrasoft pseudopotentials, because the orbitals are orthonormal with respect to an overlap operator $S$ that does move with the atoms.

## A counter-example

**The model.** Hartree atomic units are used. The model is one-dimensional and mean-field, and its parameters are round numbers that stand for no material. The cell has length 12 bohr, with atoms at $R_1=4.3$ and $R_2=6.5$ bohr, and only the zone centre is sampled. Four electrons fill two orbitals, with occupations $f_1=f_2=2$. Each atom $a$ carries two normalized projectors $\beta^a_i$, one proportional to $e^{-y^2/2s^2}$ and one to $y\,e^{-y^2/2s^2}$, where $y=x-R_a$ and $s=0.7$ bohr. The overlap operator is

$$S=1+\sum_{a,ij}q^a_{ij}\,|\beta^a_i\rangle\langle\beta^a_j| ,\qquad \langle\psi_m|S|\psi_n\rangle=\delta_{mn}.$$

The numbers $q^a_{ij}$ are the integrals of augmentation functions $Q^a_{ij}(x-R_a)$, which restore the charge missing from the smooth orbitals. Both are real and symmetric in $ij$. With

$$\rho^a_{ij}=\sum_n f_n\langle\psi_n|\beta^a_i\rangle\langle\beta^a_j|\psi_n\rangle ,$$

the density and the energy are

$$n(x)=\sum_n f_n|\psi_n(x)|^2+\sum_{a,ij}Q^a_{ij}(x-R_a)\,\rho^a_{ij},$$

$$E=\sum_n f_n\langle\psi_n|T|\psi_n\rangle+\sum_{a,ij}D^{0,a}_{ij}\rho^a_{ij}+\int v_{\rm loc}\,n\,dx+E_{\rm int}[n]+E_{\rm ion}.$$

Here $T$ is the kinetic energy and $D^0$ the bare nonlocal strength. In this model $E_{\rm int}$ is a screened Hartree energy, with kernel $w(G)=u/(G^2+\kappa^2)$, plus a local term $\frac{b}{3}\int n^3dx$ in place of exchange and correlation. The ions are Gaussian charges interacting through the same kernel. The augmentation functions are $Q^a_{ij}(y)=q^a_{ij}\,g(y)+p^a_{ij}\,g'(y)$, where $g$ is a normalized Gaussian of standard deviation 0.5 bohr. Only $p_{12}=p_{21}$ is nonzero, equal to $0.1$ bohr on atom 1 and $0.05$ bohr on atom 2, so that the first moment $\int yQ^a_{12}\,dy$ is $-p^a_{12}$. The kernel has $u=1$ hartree/bohr and $\kappa=0.5$ bohr$^{-1}$, and $b=-0.05$ hartree bohr$^2$. Each ion has charge 2 and standard deviation 0.5 bohr. The potential $v_{\rm loc}$ is the attractive potential of these charges through $w$, with the $G=0$ term included, which fixes the zero of potential. The matrices $D^0$ and $q$ are diagonal. In the order (even, odd), $D^0=(-1.0,\,0.2)$ hartree and $q=(0.6,\,0.3)$ on atom 1, and $D^0=(-0.6,\,0.1)$ hartree and $q=(0.3,\,0.1)$ on atom 2.

**The correct force.** The energy can be differentiated without any force theorem: displace atom 1 slightly both ways, solve self-consistently each time, and take the finite difference. This gives

$$F_1=-\frac{dE}{dR_1}=-0.3424\ \text{hartree/bohr}.$$

The negative sign means that atom 1 is pushed away from atom 2. The frozen-orbital derivative gives $-0.2917$, so $-0.0507$ hartree/bohr is missing.

**The missing part.** The candidate is $\sum_n f_n\varepsilon_n\langle\psi_n|\partial S/\partial R_1|\psi_n\rangle$, where $\varepsilon_n$ are the eigenvalues of $H\psi_n=\varepsilon_nS\psi_n$. The two orbitals have

- $\varepsilon_1=-0.6484$ hartree and $\langle\partial S/\partial R_1\rangle_1=+0.0506$ bohr$^{-1}$;
- $\varepsilon_2=-0.2476$ hartree and $\langle\partial S/\partial R_1\rangle_2=-0.0301$ bohr$^{-1}$.

Their contributions are

$$2(-0.6484)(0.0506)=-0.0656,\qquad 2(-0.2476)(-0.0301)=+0.0149,$$

with sum $-0.0507$ hartree/bohr. This is the missing force. The total is $-17.61$ eV/Å, of which the constraint term supplies $-2.61$ eV/Å.

**More plane waves do not help.** If the term repaired an incomplete basis, it would fade as the cutoff rises. The forces on atom 1, in hartree/bohr, are:

| cutoff (hartree) | frozen orbitals | constraint | finite difference |
|---|---|---|---|
| 3.4 | −0.29164 | −0.05076 | −0.34240 |
| 8.8 | −0.29170 | −0.05072 | −0.34242 |
| 44.4 | −0.29168 | −0.05071 | −0.34240 |
| 79.0 | −0.29168 | −0.05071 | −0.34240 |

The constraint term converges to a nonzero value. At the lowest cutoff the energy still lies $1.7\times10^{-3}$ hartree above its converged value, yet the two columns already add up to the derivative of the energy computed in that same poor basis. Incompleteness neither creates the term nor spoils the formula.

## The general statement

Take a fixed cell and a fixed set of plane waves. Let the orbitals be self-consistent solutions of $H\psi_n=\varepsilon_nS\psi_n$ within that set, normalized by $\langle\psi_n|S|\psi_n\rangle=1$, with fixed occupations $f_n$. Let $R$ be one Cartesian coordinate of one atom. Then

$$\boxed{F=-\frac{dE}{dR}=-\left.\frac{\partial E}{\partial R}\right|_{\psi}+\sum_n f_n\varepsilon_n\Big\langle\psi_n\Big|\frac{\partial S}{\partial R}\Big|\psi_n\Big\rangle}$$

where $|_\psi$ means that the plane-wave coefficients are held fixed. The proof is written for one dimension; in three, $x$ becomes a point in space and nothing else changes.

## Proof

**How the energy responds to the orbitals.** Change $\psi_n$ by $\delta\psi_n$ with the atoms fixed. The density changes by

$$\delta n=\sum_nf_n\Big[\delta\psi_n^*\psi_n+\sum_{a,ij}Q^a_{ij}\langle\delta\psi_n|\beta^a_i\rangle\langle\beta^a_j|\psi_n\rangle\Big]+\text{c.c.}$$

The parts of $E$ that depend on $n$ change by $\int V_{\rm eff}\,\delta n\,dx$, with $V_{\rm eff}=v_{\rm loc}+\delta E_{\rm int}/\delta n$. Adding the changes of the kinetic and bare nonlocal energies gives

$$\delta E=\sum_nf_n\,2\,\mathrm{Re}\langle\delta\psi_n|H|\psi_n\rangle,$$

$$H=T+V_{\rm eff}+\sum_{a,ij}D^a_{ij}|\beta^a_i\rangle\langle\beta^a_j|,\qquad D^a_{ij}=D^{0,a}_{ij}+\int V_{\rm eff}\,Q^a_{ij}\,dx .$$

The factor 2Re collects the variation and its complex conjugate. No derivative of $V_{\rm eff}$ appears, because $E$ is differentiated as a functional of the orbitals and the response of the potential is already contained in $\delta E_{\rm int}$.

**Chain rule.** When the atom moves, $E$ changes explicitly and through the orbitals:

$$\frac{dE}{dR}=\left.\frac{\partial E}{\partial R}\right|_\psi+\sum_nf_n\,2\,\mathrm{Re}\Big\langle\frac{d\psi_n}{dR}\Big|H\Big|\psi_n\Big\rangle. \tag{1}$$

**Where the fixed basis enters.** In a finite basis the eigenvalue equation holds only when projected on the basis functions: $\langle G|H-\varepsilon_nS|\psi_n\rangle=0$ for each plane wave $|G\rangle$ in the set. Since these do not depend on $R$, the derivative $d\psi_n/dR=\sum_G(dc_{Gn}/dR)|G\rangle$ lies in their span. Hence

$$\Big\langle\frac{d\psi_n}{dR}\Big|H\Big|\psi_n\Big\rangle=\varepsilon_n\Big\langle\frac{d\psi_n}{dR}\Big|S\Big|\psi_n\Big\rangle. \tag{2}$$

Completeness has not been used.

**Where the constraint enters.** The norm $\langle\psi_n|S|\psi_n\rangle=1$ holds at every $R$. Its derivative has three parts, from the bra, the operator and the ket. Bra and ket give complex conjugate numbers because $S$ is Hermitian, so

$$2\,\mathrm{Re}\Big\langle\frac{d\psi_n}{dR}\Big|S\Big|\psi_n\Big\rangle=-\Big\langle\psi_n\Big|\frac{\partial S}{\partial R}\Big|\psi_n\Big\rangle. \tag{3}$$

Inserting (2) and then (3) into (1),

$$\frac{dE}{dR}=\left.\frac{\partial E}{\partial R}\right|_\psi-\sum_nf_n\varepsilon_n\Big\langle\psi_n\Big|\frac{\partial S}{\partial R}\Big|\psi_n\Big\rangle ,$$

and a change of sign gives the boxed formula.

The proof needs orbitals that can be followed smoothly as the atom moves. If levels with equal occupation are degenerate, any smooth orthonormal set spanning the same space will do: $E$ does not change under rotations among equally occupied orbitals, and the eigenvalue equation is needed only at the starting position.

**What equation (3) says.** With $S=1$ the right side is zero, and an orbital can respond to first order without any component along itself. With a moving $S$, an orbital whose coefficients are frozen loses its normalization to first order whenever $\langle\psi_n|\partial S/\partial R|\psi_n\rangle\neq0$, and then its component along itself must change. In the example, the left side of (3) computed from the actual orbital response is $-0.0506$ and $+0.0301$ bohr$^{-1}$, opposite to the two values of $\langle\partial S/\partial R_1\rangle$ above.

The same fact can be read as a charge balance. Integrating the density gives

$$\int n\,dx=\sum_nf_n\Big[\langle\psi_n|\psi_n\rangle+\sum_{a,ij}q^a_{ij}\langle\psi_n|\beta^a_i\rangle\langle\beta^a_j|\psi_n\rangle\Big]=\sum_nf_n\langle\psi_n|S|\psi_n\rangle .$$

At frozen coefficients the electron number therefore changes at the rate $2(0.0506-0.0301)=0.041$ electrons per bohr. The frozen-orbital derivative compares systems with different numbers of electrons. The constraint term removes the surplus, orbital by orbital, at the energy $\varepsilon_n$ per electron.

## How a Pulay force differs

Suppose the basis functions $\chi_\mu$ do move with the atoms, and $\psi_n=\sum_\mu c_{\mu n}\chi_\mu$. Then

$$\frac{d\psi_n}{dR}=\sum_\mu\frac{dc_{\mu n}}{dR}\chi_\mu+\sum_\mu c_{\mu n}\frac{\partial\chi_\mu}{\partial R}.$$

The first sum lies in the span of the basis, where $(H-\varepsilon_nS)\psi_n$ has zero projection. The second need not. Equation (2) acquires the extra term $\sum_\mu c^*_{\mu n}\langle\partial\chi_\mu/\partial R|H-\varepsilon_nS|\psi_n\rangle$ on its right side, while (3) is unchanged. The force acquires

$$F_{\rm Pulay}=-2\sum_nf_n\,\mathrm{Re}\sum_\mu c^*_{\mu n}\Big\langle\frac{\partial\chi_\mu}{\partial R}\Big|H-\varepsilon_nS\Big|\psi_n\Big\rangle ,$$

in addition to the constraint term, where $\partial E/\partial R|_\psi$ is now taken with the functions $\psi_n(x)$ held fixed, which for a moving basis is not the same as holding the coefficients fixed. This force vanishes if the functions do not move, or if the basis is complete, since then $(H-\varepsilon_nS)\psi_n=0$ everywhere. The constraint term responds to neither condition. It vanishes identically when $S$ does not depend on $R$, as for norm-conserving pseudopotentials, where $S=1$. With the augmentation removed from the model, the frozen-orbital derivative alone gives $-0.3752$ hartree/bohr at the 3.4 hartree cutoff, and the finite difference agrees. That is a different physical system, so its force should not be compared with the earlier one.

A change of cell shape lies outside the theorem. The plane waves $e^{2\pi imx/L}/\sqrt L$ depend on the cell length $L$, but for a fixed set of integers $m$ they are fixed functions of the scaled coordinate $x/L$, and with the atoms at fixed scaled positions the same proof gives $dE/dL$ as the derivative at frozen coefficients minus $\sum_nf_n\varepsilon_n\langle\psi_n|\partial S/\partial L|\psi_n\rangle$. The cutoff $(2\pi m_{\max}/L)^2/2$ of that set changes with $L$, however. At fixed cutoff the set of integers changes in jumps instead: between the jumps the energy follows the curve of a fixed set and has the same derivative, and at each jump it steps as plane waves enter or leave. The slope averaged over these steps differs from the derivative for the fixed set. That difference is the Pulay stress, and it disappears as the basis becomes complete.

## The same term as a Hellmann–Feynman force

The constraint can be freed of its dependence on position. Take $S$ as its matrix within the plane-wave set, which is all that the norm and the projected eigenvalue equation involve; its powers then map the span of the basis onto itself. Since $S$ is positive definite here, define $\phi_n=S^{1/2}\psi_n$. Then $\langle\phi_m|\phi_n\rangle=\delta_{mn}$, whatever the atomic positions. Now freeze $\phi_n$ instead of $\psi_n$. The orbitals $\psi_n=S^{-1/2}\phi_n$ follow the atom and stay normalized, so (3) holds for them; they stay within the fixed basis, so (2) holds too. The derivative of $E$ at frozen $\phi$ is therefore the complete $dE/dR$. Numerically it gives a force of $-0.3424$ hartree/bohr, against $-0.2917$ for frozen $\psi$.

Whether the constraint term counts as a correction to the Hellmann–Feynman force or as part of it thus depends on which orbitals are called frozen. The total does not.

## The explicit part contains another moving object

The frozen-orbital derivative needs care of its own, because the augmentation charge moves with the atom. At fixed $\psi$,

$$\left.\frac{\partial n}{\partial R}\right|_\psi=\sum_{ij}\Big[\frac{\partial Q_{ij}}{\partial R}\rho_{ij}+Q_{ij}\frac{\partial\rho_{ij}}{\partial R}\Big],$$

where the sum runs over the projectors of the displaced atom. Multiplying by $V_{\rm eff}$, integrating, and adding the explicit changes of $v_{\rm loc}$, of the bare nonlocal energy and of the ion energy,

$$\left.\frac{\partial E}{\partial R}\right|_\psi=\int n\frac{\partial v_{\rm loc}}{\partial R}dx+\sum_{ij}\rho_{ij}\int V_{\rm eff}\frac{\partial Q_{ij}}{\partial R}dx+\sum_{ij}D_{ij}\frac{\partial\rho_{ij}}{\partial R}+\frac{\partial E_{\rm ion}}{\partial R}.$$

The bare $D^0_{ij}$ and the integral $\int V_{\rm eff}Q_{ij}dx$ have combined into the screened $D_{ij}$. The second term, with its sign reversed, is the force on the rigidly moving augmentation charge. It is not the constraint term and does not replace it: one contains $\partial Q_{ij}/\partial R$ and the potential, the other $q_{ij}$, the eigenvalues and the derivatives of the projectors.

## The split depends on the zero of potential

Add a constant $c$ to $V_{\rm eff}$. The local part of $H$ gains $c$, and $D_{ij}$ gains $c\int Q_{ij}dx=cq_{ij}$. Together,

$$H\to H+cS,\qquad\varepsilon_n\to\varepsilon_n+c,$$

with unchanged orbitals. The constraint force gains $c\sum_nf_n\langle\partial S/\partial R\rangle_n$. The energy gains $c\int n\,dx$, whose derivative at frozen orbitals is the same sum, so the explicit force loses what the constraint force gains.

For $c=0.5$ hartree the transfer is $0.5\times0.0410=0.0205$ hartree/bohr. The explicit force becomes $-0.2917-0.0205=-0.3122$, the constraint force $-0.0507+0.0205=-0.0302$, and the total stays at $-0.3424$. The constraint term by itself is therefore not an observable, and its share of the force, 15% in the original potential, measures nothing physical. Dropping it leaves a force that depends on an arbitrary constant.

This also completes the account of the net force. Displacing both atoms together leaves $E$ unchanged, because each coefficient $c_G$ need only acquire a phase $e^{-iGh}$ for a displacement $h$. The total forces must cancel. The constraint forces on the two atoms are $-0.0507$ and $+0.0285$ hartree/bohr, with sum $-0.0222$, which cancels the spurious $+0.0222$ of the opening. That spurious sum also depends on $c$: it changes by $-c\sum_nf_n\langle\partial S/\partial R_1+\partial S/\partial R_2\rangle_n=-0.0696\,c$ and vanishes near $c=0.32$ hartree, where the frozen-orbital force on atom 1 is $-0.305$ hartree/bohr and still wrong. A zero net force therefore does not show that the constraint term can be omitted.

## Occupations and self-consistency

Unequal fixed occupations are covered, provided the $\psi_n$ are eigenstates, since (2) was used for each orbital separately. With $f=(2,1)$ the model gives an explicit force of $-0.0274$ and a constraint force of $-0.1287$ hartree/bohr. Their sum, $-0.1561$, agrees with the finite difference. Here, with the potential as defined, most of the force sits in the constraint term.

With Fermi smearing the occupations respond as well, and the relevant quantity is the free energy

$$A=E+2k_BT\sum_n\big[o_n\ln o_n+(1-o_n)\ln(1-o_n)\big],\qquad f_n=2o_n .$$

At fixed orbitals $\partial E/\partial f_n=\langle\psi_n|H|\psi_n\rangle=\varepsilon_n$. The entropy term contributes $k_BT\ln[o_n/(1-o_n)]$, which equals $\mu-\varepsilon_n$ for $o_n=1/(e^{(\varepsilon_n-\mu)/k_BT}+1)$. Hence $\partial A/\partial f_n=\mu$ for every level, and the response of the occupations adds $\mu\sum_ndf_n/dR=0$ at fixed electron number. The boxed formula then gives $-dA/dR$. At $k_BT=0.05$ hartree it yields $-0.335$ hartree/bohr, in agreement with the finite difference of $A$.

Self-consistency cannot be dropped. If the potential that produced the orbitals differs from the $V_{\rm eff}$ of their own density, then $H\psi_n\neq\varepsilon_nS\psi_n$ for the $H$ in (1). Step (2) fails, and the formula in general acquires an error, first order in the mismatch, that more plane waves do not cure. In the model, a mismatch of $0.02\cos(2\pi x/L)$ hartree shifts the force by $0.0064$ hartree/bohr at cutoffs of 3.4, 8.8 and 44.4 hartree alike.

## Calculated quantities

```
Lengths in bohr, energies in hartree, forces in hartree/bohr
cell 12.0, atoms at 4.3 and 6.5 bohr
kernel u 1.0 hartree/bohr, kappa 0.5 1/bohr
local energy b -0.05 hartree bohr^2
ion charges 2.0, 2.0 (units of e)
widths: ion 0.5, Q 0.5, beta 0.7 bohr
atom 1: D0 even, odd -1.0, 0.2 hartree
  q even, odd 0.6, 0.3 (no unit); Q dipole 0.1 bohr
atom 2: D0 even, odd -0.6, 0.1 hartree
  q even, odd 0.3, 0.1 (no unit); Q dipole 0.05 bohr
Cutoff study, force on atom 1:
cutoff | energy | explicit | constraint | finite difference
  3.427   -4.375794  -0.291639  -0.050760  -0.342399
  8.773   -4.377428  -0.291700  -0.050715  -0.342415
 44.413   -4.377450  -0.291684  -0.050712  -0.342397
 78.957   -4.377450  -0.291684  -0.050712  -0.342397
Highest cutoff, occupied orbitals (f = 2 each):
orbital 1: eps -0.648410 hartree, <dS/dR> 0.050581 1/bohr
  f eps <dS/dR> -0.065594 hartree/bohr
  2Re<dpsi/dR|S|psi> -0.050581 1/bohr
orbital 2: eps -0.247551 hartree, <dS/dR> -0.030058 1/bohr
  f eps <dS/dR> 0.014882 hartree/bohr
  2Re<dpsi/dR|S|psi> 0.030058 1/bohr
gap to next level 0.364805 hartree
total force -0.342397 hartree/bohr
total force -17.6067 eV/angstrom
constraint force -2.6077 eV/angstrom
frozen psi force -0.291684 hartree/bohr
frozen phi force -0.342397 hartree/bohr
frozen psi charge slope 0.041045 electrons/bohr
orbital response of energy 0.050712 hartree/bohr
potential shift 0.5 hartree: explicit -0.312207,
  constraint -0.030190, sum -0.342397 hartree/bohr
atom 2: explicit 0.313858, constraint 0.028539 hartree/bohr
net force, full formula -1.3e-12 hartree/bohr
net force, explicit only 0.022173 hartree/bohr
path of atom 1: -0.6 bohr, energy drop 0.137106 hartree
  work, full 0.137106 hartree
  work, explicit only 0.119003 hartree
S = 1, cutoff 3.427 hartree:
  explicit -0.375208, finite difference -0.375208 hartree/bohr
f = 2, 1: explicit -0.027376, constraint -0.128680,
  finite difference -0.156056 hartree/bohr
kT = 0.05 hartree: explicit -0.282204, constraint -0.052845,
  finite difference -0.335050 hartree/bohr
```
